# A Negative Longitudinal Piezoelectric Coefficient Is Compatible with Thermodynamic Stability

A ferroelectric film gets thinner when a field is applied along its polarization. Someone who takes this to be thermodynamically impossible will look for a wiring error, discard the data, or change the sign of the coefficient in a device model. The last remedy can do real damage. If the sign is changed in the equation for strain but not in the equation for charge, the model film can be taken round a closed cycle of voltage and load and deliver net energy each time. The attempt to rescue thermodynamics has then broken it.

## The belief and its appeal

The belief runs as follows. A stable body yields to what drives it: tension lengthens it, and a field along the polarization increases the polarization. A field along the polar axis should therefore lengthen the body along that axis. A negative longitudinal coefficient looks like motion against the drive, and so like a negative stiffness.

The first two statements are sound, for they concern the response of a quantity to its own conjugate force. The third does not. The force conjugate to thickness is stress, not electric field. To see what stability does require, we need the energy as a function of strain and polarization together.

## Variables and work

Consider a uniform insulating film between ideal electrodes of fixed area $S$. Its lateral dimensions are held fixed, as by a thick substrate; its thickness $h$ may change. Let $h_r$ be the thickness of the poled film at rest, with no voltage or load. Define

$$\eta=\eta_s+\frac{h-h_r}{h_r},\qquad E=\frac{V}{h_r},\qquad D=\frac{q}{S},$$

where $\eta_s$ is the spontaneous strain relative to the unpolarized state, $V$ the voltage and $q$ the electrode charge. Expansion and tensile stress $\sigma$ are positive. The positive electrical direction is that of the spontaneous polarization.

The work done on the film, per reference volume $Sh_r$, is

$$\frac{\sigma S\,dh+V\,dq}{Sh_r}=\sigma\,d\eta+E\,dD.$$

The charge density $D$ contains the polarization $P$ and a vacuum part. With $\ell=h/h_r=1+\eta-\eta_s$, the field inside is $E/\ell$, so $D-P=\varepsilon_0E/\ell$. The total energy density is

$$u=f(\eta,P)+\frac{\ell(D-P)^2}{2\varepsilon_0},$$

where $f$ is the free energy of the material at a fixed temperature. At fixed stress and voltage the quantity to be minimized is $u-\sigma\eta-ED$. Inserting $D=P+\varepsilon_0E/\ell$, the vacuum energy $\varepsilon_0E^2/2\ell$ combines with $-\varepsilon_0E^2/\ell$ to give

$$\Phi=f(\eta,P)-\sigma\eta-EP-\frac{\varepsilon_0E^2}{2\ell}.$$

The last term is quadratic in $E$ and does not affect the linear response at zero bias.

## What stability requires

Let $x$ and $p$ be small changes of $\eta$ and $P$ from equilibrium at $\sigma=E=0$. The first derivatives of $f$ vanish there, and to second order the energy rises by

$$\delta f=\tfrac12cx^2+gxp+\tfrac12Ap^2.$$

Here $c$ is the stiffness at fixed polarization, $A$ the inverse susceptibility at fixed strain, and $g$ the coupling. Completing the square in $x$ gives

$$\delta f=\frac c2\left(x+\frac{g}{c}p\right)^2+\frac12\left(A-\frac{g^2}{c}\right)p^2.$$

The two squares can be varied independently, so $\delta f$ is positive for every nonzero change if and only if

$$c>0,\qquad \Delta\equiv cA-g^2>0.$$

These imply $A>0$. The coupling enters through its square, and its sign is free.

To connect $g$ with the measured coefficient, set the derivatives of $\delta f$ equal to the applied forces:

$$cx+gp=\sigma,\qquad gx+Ap=E.$$

Multiplying the first equation by $A$, the second by $g$, and subtracting eliminates $p$; a similar step eliminates $x$. The result is

$$x=\frac{A\sigma-gE}{\Delta},\qquad p=\frac{-g\sigma+cE}{\Delta}.$$

The compliance at fixed field, the susceptibility at fixed stress and the piezoelectric coefficient are therefore

$$s=\frac A\Delta,\qquad \varepsilon_0\chi=\frac c\Delta,\qquad d=-\frac g\Delta.$$

Stability makes $s$ and $\chi$ positive. It leaves $d$ negative when $g$ is positive. What it limits is the magnitude:

$$s\,\varepsilon_0\chi-d^2=\frac{cA-g^2}{\Delta^2}=\frac1\Delta>0
\quad\Longrightarrow\quad d^2<s\,\varepsilon_0\chi.$$

Equivalently, the coupling ratio $k^2=d^2/(s\varepsilon_0\chi)=g^2/(cA)$ lies below one. The coupling factor usually quoted has the full permittivity $\varepsilon_0(1+\chi)$ in place of $\varepsilon_0\chi$, and its square is smaller by the factor $\chi/(1+\chi)$, which is close to one when $\chi$ is large.

Replacing $g$ by $-g$ gives the same energy once $x$ is replaced by $-x$. A material that thins as its polarization grows thus has the same range of energies as one that thickens. This does not make the sign a convention. The polarization supplies a physical direction, and the two materials respond differently to a field along it.

## Where the energy goes

Raise the field from zero to a value $E$ small enough for the response to stay linear, at zero stress. Since $p=\varepsilon_0\chi E$, the electrical work, apart from the vacuum energy $\varepsilon_0E^2/2$, is

$$\int_0^E E'\,dp=\tfrac12\varepsilon_0\chi E^2,$$

which is positive whatever the sign of $d$. Thinning does not mean that the film has moved without being paid for.

Thermodynamics does constrain the sign in another way. Suppose that the converse effect (strain from field) and the direct effect (charge from stress) had different coefficients:

$$x=s\sigma+d_cE,\qquad p=d_d\sigma+\varepsilon_0\chi E.$$

Keep the temperature constant, so that the film cannot act as a heat engine. Around a closed cycle $\oint\sigma\,d\sigma$ and $\oint E\,dE$ vanish, and $\oint E\,d\sigma=-\oint\sigma\,dE$ because $\sigma E$ returns to its initial value. The net work done on the film is

$$W=\oint(\sigma\,dx+E\,dp)=(d_c-d_d)\oint\sigma\,dE.$$

Raise the field to $E_0$, apply a tension $\sigma_0$, remove the field, and remove the tension. The field changes under load only on the third leg, so $\oint\sigma\,dE=-\sigma_0E_0$ and $W=(d_d-d_c)E_0\sigma_0$. If the coefficients differ, one direction of travel yields energy from a film that has returned to its initial state. For a reversible film they must agree, sign included. A common negative value gives $W=0$.

## A ferroelectric with either sign

A simple nonlinear model shows that a negative coefficient can belong to a real energy minimum. Take

$$f=\frac a2P^2+\frac b4P^4+\frac c2\eta^2-cQ\eta P^2,$$

with $a<0$ and electrostriction coefficient $Q$. At zero stress, $\partial f/\partial\eta=c(\eta-QP^2)=0$, hence $\eta=QP^2$. The two strain terms then sum to $-cQ^2P^4/2$, leaving

$$F(P)=\frac a2P^2+\frac{b'}4P^4,\qquad b'=b-2cQ^2.$$

We require $b'>0$. The condition $F'=aP+b'P^3=0$ gives $P_s^2=-a/b'$, and

$$\frac1{\varepsilon_0\chi}=F''(P_s)=a+3b'P_s^2=2b'P_s^2.$$

Since $\eta=QP^2$, differentiation with respect to the field gives

$$d=2QP_s\frac{dP}{dE}=2QP_s\,\varepsilon_0\chi.$$

The sign of $d$ is that of $Q$. For the full stability condition, the second derivatives at the minimum are $c$, $g=-2cQP_s$, and

$$A=a+3bP_s^2-2cQ\eta_s=2b'P_s^2+4cQ^2P_s^2,$$

where $a=-b'P_s^2$, $b=b'+2cQ^2$ and $\eta_s=QP_s^2$ were used. Therefore

$$\Delta=cA-4c^2Q^2P_s^2=2cb'P_s^2>0.$$

Reversing $Q$ with $a$, $b$ and $c$ held fixed reverses $d$ and leaves $\Delta$ unchanged.

Two further states of the same film are instructive. At $-P_s$ the energy is the same, since $f$ is even in $P$, but the coefficient measured along a fixed laboratory axis has the opposite sign. Any rule that forbade one sign in laboratory axes would forbid one of two equivalent domains. At $P=\eta=0$ the coupling $g$ vanishes, and with it the piezoelectric effect, yet the curvature along $P$ is $a<0$. That state is unstable at fixed voltage. The absence of a negative coefficient is no sign of stability.

## Numbers for a thin film

Choose a 10 nm film with $P_s=20$ uC/cm2 (0.20 C/m²), $\chi=30$, $c=400$ GPa and $Q=-0.03$ m⁴/C². Then $\varepsilon_0\chi=2.66\times10^{-10}$ F/m and

$$d=2(-0.03)(0.20)(2.66\times10^{-10})\ \text{m/V}=-3.19\ \text{pm/V}.$$

The matrix entries follow from the formulas above:

$$g=-2(4\times10^{11})(-0.03)(0.20)=4.80\times10^9\ \text{V/m},$$

while $b'=4.71\times10^{10}$ V m⁵/C³ gives $A=3.82\times10^9$ V m/C. Hence $\Delta=1.51\times10^{21}$ in SI units, which is positive, and $s=A/\Delta=2.54\times10^{-12}$ Pa⁻¹. The largest magnitude compatible with these values of $s$ and $\chi$ is

$$\sqrt{(2.54\times10^{-12})(2.66\times10^{-10})}\ \text{m/V}=26.0\ \text{pm/V}.$$

The film sits at about one eighth of this limit, with $k^2=0.015$. At zero load, its negative sign brings it no closer to instability than $+3.19$ pm/V would. Under load the sign decides only which stress weakens the polarization: tension for this film, compression for the film with $Q>0$.

At $E=0.5$ MV/cm the linear strain is $-0.0159\%$. Solving the nonlinear equilibrium by Newton iteration gives $-0.0150\%$, a thinning of 1.5 pm. The linear value is too large by 6% of the nonlinear one. To see why, write $p_1=\varepsilon_0\chi E$. Expanding $F'=E$ to second order gives $p=p_1-3p_1^2/(2P_s)$, and then

$$\eta-\eta_s=Q(2P_sp+p^2)\simeq2QP_sp_1\left(1-\frac{p_1}{P_s}\right).$$

Here $p_1/P_s=0.066$, so this order predicts a strain 6.6% below the linear value in magnitude; the full solution lies 5.7% below it. The film becomes harder to polarize as $P$ grows.

The direct effect has the same sign. A compression of 100 MPa changes the polarization by $d\sigma=(-3.19\times10^{-12})(-10^8)$ C/m², or $+0.032$ uC/cm2. Squeezing this film strengthens its polarization. If a model gave the direct coefficient the value $+3.19$ pm/V and kept the converse one negative, the cycle above with $E_0=0.5$ MV/cm and $\sigma_0=100$ MPa would have

$$|W|=2(3.19\times10^{-12})(5\times10^7)(10^8)\simeq3.2\times10^4\ \text{J/m}^3.$$

Run in the reverse direction, it would supply this energy on every turn.

## Changing the electrical condition

At $E=0$ the polarization follows the strain as $p=-gx/A$, so the piezoelectric stress coefficient is $e=-g/A=-1.26$ C/m². Substitution in the stress equation gives the stiffness

$$c^E=c-\frac{g^2}{A}=394\ \text{GPa}.$$

At fixed electrode charge, a change $p$ costs an additional vacuum energy $p^2/2\varepsilon_0$. This replaces $A$ by $A+1/\varepsilon_0$, and

$$c^D-c^E=\frac{g^2}{A}-\frac{g^2}{A+1/\varepsilon_0}
=\frac{g^2}{A^2}\,\frac{1}{\varepsilon_0+1/A}=\frac{e^2}{\varepsilon_0+1/A}.$$

The increase is 5.8 GPa here, and it is the same for either sign of $e$. Holding the charge removes part of the polarization's freedom to relax, and so stiffens the film.

The extra term also widens the range of stable uniform states: at fixed charge the requirement is $c(A+1/\varepsilon_0)>g^2$, which even some states with $A<0$ satisfy. The state $P=\eta=0$ of this film is an example: there $g=0$ and $A=a=-1.9\times10^9$ V m/C, while $1/\varepsilon_0=1.13\times10^{11}$ V m/C, so the sum is positive. This is stability against uniform changes only. The electrodes fix the total charge and let it redistribute, so a split into regions of $+P$ and $-P$ costs no vacuum energy and has the curvature $a<0$. Domains at $\pm P_s$ gain $|a|P_s^2/4\simeq19$ MJ/m³, and the film breaks into them once it is wide enough for this gain to outweigh the energy of the walls. The limit on $|d|$ derived earlier belongs to fixed voltage.

## Several strains at once

With free lateral dimensions, let $\mathbf t$ be the column of three normal stresses, $\mathbf s$ the compliance matrix, and $\mathbf d=(d_{31},d_{32},d_{33})$ the row of coefficients for a field along the polar axis. Stability requires

$$\mathbf t^T\mathbf s\mathbf t+2E\,\mathbf d\mathbf t+\varepsilon_0\chi E^2>0$$

for all nonzero forces. Setting $\mathbf t=\mathbf t'-\mathbf s^{-1}\mathbf d^TE$ removes the cross term and leaves

$$\mathbf t'^T\mathbf s\mathbf t'+\left(\varepsilon_0\chi-\mathbf d\mathbf s^{-1}\mathbf d^T\right)E^2>0.$$

So $\mathbf s$ must be positive definite and $\mathbf d\mathbf s^{-1}\mathbf d^T<\varepsilon_0\chi$. Reversing all of $\mathbf d$ changes nothing. Reversing $d_{33}$ alone may matter, because the elastic cross terms link it to the lateral coefficients.

A strongly coupled example in dimensionless units makes this concrete. Let $\varepsilon_0\chi=1$, and let $\mathbf s$ have diagonal entries 1 and off-diagonal entries $-0.3$. Its inverse is $(\mathbf I+0.75\mathbf J)/1.3$, where every entry of $\mathbf J$ is one, so

$$\mathbf d\mathbf s^{-1}\mathbf d^T=\frac{\sum_i d_i^2+0.75\left(\sum_i d_i\right)^2}{1.3}.$$

For $\mathbf d=(0.4,0.4,-0.6)$ this is 0.55: stable, with a negative $d_{33}$. For $(-0.4,-0.4,-0.6)$ it is 1.65: unstable. But $(0.4,0.4,0.6)$ also gives 1.65. The forbidden feature is a combination of magnitudes and relative signs, not a minus sign on $d_{33}$.

## Reading a measurement on hafnia

The film parameters are rough values in the regime of ferroelectric hafnia capacitors, where thicknesses near 10 nm, polarizations of some tens of uC/cm2 and relative permittivities near 30 are typical. The value of $Q$ was chosen to give a coefficient of a few pm/V; the calculation does not determine the sign for hafnia. The model also assigns the whole susceptibility to the switchable polarization, whereas in hafnia part of it comes from the electrons and from other lattice modes, so the values of $d$ and of the switching field are illustrations only. Real electrodes break the assumption of perfect screening. An effective screening length $\lambda=0.02$ nm for both electrodes together, a rough value, adds about $\lambda P^2/(2\varepsilon_0h_r)$ to the energy density and raises $a$ by $\lambda/(\varepsilon_0h_r)$. The polarization falls to 18.8 uC/cm2. Since $d=Q/(b'P_s)$, the coefficient becomes about $-3.4$ pm/V, a change of 6 to 7% in magnitude and none in sign.

Substrate clamping deserves more care, because a clamped film does not measure $d_{33}$ itself. For equal lateral directions, zero lateral strain requires a lateral stress $t=-d_{31}E/(s_{11}+s_{12})$, and the thickness response is

$$d_{\rm film}=d_{33}-\frac{2s_{13}d_{31}}{s_{11}+s_{12}}.$$

The second term can change the sign. With the dimensionless $\mathbf s$ above, $\mathbf d=(0.4,0.4,-0.2)$ is stable ($\mathbf d\mathbf s^{-1}\mathbf d^T=0.48$) and gives $d_{\rm film}=+0.14$. A measured sign should therefore be reported with the mechanical condition and the direction of polarization. In a measurement that direction is set by the poling field. In a calculation the polarization is defined only up to a quantum, which in hafnia is comparable to the spontaneous polarization itself, so the direction has to be tied to a stated switching path.

Heating can also mislead. If the thickness of the film on its substrate grows by a rough 6 ppm/K, a rise of 25 K would cancel the thinning at 0.5 MV/cm. A substrate that expands less than the film squeezes it sideways and usually increases its thickness expansion, so that for a film whose free expansion is 6 ppm/K a smaller rise can suffice. The vacuum term in $\Phi$ contributes a strain $-\varepsilon_0E^2/2c$, about $2\times10^{-4}$ of the piezoelectric strain, and is negligible here.

The working field is one eighth of a rough breakdown field of 4 MV/cm. It is also below the model's uniform switching field, which matters if the voltage swings against the polarization: $F'$ has its extreme at $P^2=P_s^2/3$, which gives $2|a|P_s/(3\sqrt3)=1.4$ MV/cm with ideal electrodes and 1.2 MV/cm with the screening length above. Real films can switch at lower fields by forming and moving domain walls. If that happens during the measurement, the strain mixes the responses of opposite domains, and the reversible small-signal analysis no longer applies.

A negative coefficient obtained under known polarization, load and temperature is thus an admissible result. The thermodynamic questions to put to it are whether the direct coefficient (charge from stress at fixed voltage) and the converse one agree when both are measured reversibly, with the temperature held constant at the same value, at the same bias and under the same mechanical condition, and whether the complete set of elastic, dielectric and piezoelectric constants gives a positive energy.
